# Cubic heavy-hole Rashba splitting and its fall with triangular-well field

Before a two-dimensional hole gas is reduced to a two-state spin Hamiltonian, one must decide which power of the in-plane wave vector multiplies the spin matrices, and how the coefficient is to follow the gate field. For electrons the simplest choice is a term linear in $k$ with a coefficient proportional to the field. For heavy holes held against a (001) barrier by the field itself, both parts of that choice fail within the Luttinger model: the splitting starts at $k^3$, and its coefficient decreases as the field increases. The second statement depends on what produces the separation between heavy and light holes, so that must be settled before the coefficient is extrapolated to another field.

Hole energies are counted upward, so the hole ground state is the lowest state. Let the growth direction $z$ be [001], with an impenetrable wall at $z=0$ and the potential $Fz$ for $z>0$, where $F>0$ is the force pressing the hole against the wall. With $A=\hbar^2/m_0$, the four-band Luttinger Hamiltonian for $J=3/2$ is

$$H=\frac A2\Big[\big(\gamma_1+\tfrac52\gamma_2\big)\sum_i k_i^2-2\gamma_2\sum_i k_i^2J_i^2-2\gamma_3\sum_{i<j}k_ik_j(J_iJ_j+J_jJ_i)\Big]+Fz .$$

Here $k_z=-i\,d/dz$, while $k_x$ and $k_y$ are numbers. From now on $k^2=k_x^2+k_y^2$, $k_\pm=k_x\pm ik_y=ke^{\pm i\varphi}$, and $\varphi$ is measured from [100]. I assume $\gamma_1>2\gamma_2$ and $\gamma_2,\gamma_3>0$. Every envelope vanishes at the wall. Bulk inversion asymmetry, field terms from remote bands, barrier penetration and the self-consistent bending of the potential are left out.

At $k=0$ the Hamiltonian is diagonal in $J_z$. For $J_z=\pm3/2$ the factor multiplying $Ak_z^2/2$ is $\gamma_1+\frac52\gamma_2-\frac92\gamma_2=\gamma_1-2\gamma_2$. For $J_z=\pm1/2$ it is $\gamma_1+\frac52\gamma_2-\frac12\gamma_2=\gamma_1+2\gamma_2$. The masses along $z$, in units of $m_0$, are therefore

$$m_h=\frac1{\gamma_1-2\gamma_2},\qquad m_l=\frac1{\gamma_1+2\gamma_2},\qquad r=\frac{m_h}{m_l}>1 .$$

The heavier mass has the lower confinement energy, so the ground doublet is heavy. Call its real normalized envelope $h(z)$ and its energy $E_h$. The light envelopes are $l_n(z)$, also real, with energies $E_n>E_h$.

The couplings at finite $k$ follow from the spin matrices. The raising operator has elements $\sqrt3,2,\sqrt3$ on going up from $-3/2$ to $3/2$. Hence $\langle\frac32|J_x|\frac12\rangle=\sqrt3/2$ and $\langle\frac32|J_y|\frac12\rangle=-i\sqrt3/2$. In $J_xJ_z+J_zJ_x$ each such element is multiplied by the sum of the two $J_z$ values, here $\frac32+\frac12=2$. The terms linear in $k_z$ then give

$$H_{3/2,1/2}=-\frac A2\,2\gamma_3\sqrt3\,(k_x-ik_y)k_z=-\sqrt3A\gamma_3k_-k_z .$$

Between $-1/2$ and $-3/2$ the sum of the $J_z$ values is $-2$, which reverses the sign:

$$H_{-1/2,-3/2}=+\sqrt3A\gamma_3k_-k_z .$$

Between $1/2$ and $-1/2$ the sum is zero, and these two light states are not coupled.

Changes of $J_z$ by two come from $J_+^2$, whose element is $2\sqrt3$ both from $-1/2$ to $3/2$ and from $-3/2$ to $1/2$. Since $J_x^2$ contains $J_+^2/4$, $J_y^2$ contains $-J_+^2/4$, and $J_xJ_y+J_yJ_x$ contains $J_+^2/(2i)$, their elements are $\sqrt3/2$, $-\sqrt3/2$ and $-i\sqrt3$. Both double steps therefore have the amplitude

$$R=-\frac{\sqrt3A}{2}\big[\gamma_2(k_x^2-k_y^2)-2i\gamma_3k_xk_y\big]
=-\frac{\sqrt3A}{2}\big(\bar\gamma k_-^2-\mu k_+^2\big),$$

with $\bar\gamma=(\gamma_2+\gamma_3)/2$ and $\mu=(\gamma_3-\gamma_2)/2$. The second form follows from $k_\mp^2=k_x^2-k_y^2\mp2ik_xk_y$, because $\bar\gamma-\mu=\gamma_2$ and $\bar\gamma+\mu=\gamma_3$.

No element links $3/2$ directly to $-3/2$, since $H$ is quadratic in $J$ and can change $J_z$ by at most two. The heavy states must communicate through light ones. Each coupling turns heavy into light or light into heavy, so an even number is needed to return to the ground doublet. Two single steps cost $k^2$ and bring each heavy state back to itself, with the same shift for both. One single and one double step cost $k^3$ and connect $3/2$ to $-3/2$. Two double steps, or four single steps, cost $k^4$. The diagonal in-plane energies are of order $k^2$ and constant in $z$; they do not mix envelopes, and they change the energy denominators of the two-step terms at order $k^4$ at the earliest. The splitting through order $k^3$ is thus fixed by one second-order amplitude.

Define the overlaps

$$d_n=\int_0^\infty h'l_n\,dz,\qquad o_n=\int_0^\infty hl_n\,dz .$$

Integration by parts, with both envelopes zero at the ends, gives $\langle h|k_z|l_n\rangle=-i\int hl_n'\,dz=+id_n$, whereas $\langle l_n|k_z|h\rangle=-i\int l_nh'\,dz=-id_n$. The path $3/2\leftarrow1/2\leftarrow-3/2$ contributes the product $(-\sqrt3A\gamma_3k_-)(id_n)(Ro_n)$. The path $3/2\leftarrow-1/2\leftarrow-3/2$ contributes $(Ro_n)(+\sqrt3A\gamma_3k_-)(-id_n)$. The opposite signs of the two single-step couplings meet the opposite signs of the two momentum elements, and the paths add. Second-order degenerate perturbation theory divides by $E_h-E_n$, so

$$C=-\sum_n\frac{-2i\sqrt3A\gamma_3k_-R\,d_no_n}{E_n-E_h}
=-3iA^2\gamma_3\Lambda\,k_-\big(\bar\gamma k_-^2-\mu k_+^2\big),$$

$$\Lambda=\sum_n\frac{d_no_n}{E_n-E_h}.$$

In the last form of $C$ the factor $2\sqrt3$ has been multiplied by the $-\sqrt3/2$ in $R$.

In the basis $(3/2,-3/2)$ the spin-dependent part is a matrix with $C$ above the diagonal and $C^*$ below. Its eigenvalues are $\pm|C|$. Writing out the angle,

$$C=-3iA^2\gamma_3\Lambda k^3e^{-3i\varphi}\big(\bar\gamma-\mu e^{4i\varphi}\big).$$

For $\gamma_2=\gamma_3$ the bracket is constant and $C\propto k_-^3$. This is what rotation symmetry about $z$ demands: the states differ by three units of $J_z$, and the wave vector must supply them. For $\gamma_2\ne\gamma_3$ the crystal adds a term $k^2k_+$. Since $|\gamma_3-\gamma_2|<\gamma_3+\gamma_2$ for positive parameters, $|\mu|<\bar\gamma$; the bracket keeps a positive real part and cannot circle the origin. The phase of $C$ therefore winds by $-3$ around a circle in $k$ space. The pseudospin field $(\mathrm{Re}\,C,-\mathrm{Im}\,C)$ turns three times in the sense of $\mathbf k$ in this basis. Warping makes its rotation uneven but leaves the number of turns unchanged.

The size of the bracket follows from

$$|\bar\gamma-\mu e^{4i\varphi}|^2=\bar\gamma^2+\mu^2-2\bar\gamma\mu\cos4\varphi
=\frac{\gamma_2^2+\gamma_3^2}{2}-\frac{\gamma_3^2-\gamma_2^2}{2}\cos4\varphi .$$

With $\cos4\varphi=\cos^22\varphi-\sin^22\varphi$ this is $g^2$, where $g(\varphi)=\sqrt{\gamma_2^2\cos^22\varphi+\gamma_3^2\sin^22\varphi}$. The splitting at leading order is

$$\Delta E=2\beta(\varphi)k^3,\qquad \beta(\varphi)=3A^2\gamma_3\,g(\varphi)\,|\Lambda| .$$

Along [100] the Luttinger parameters enter the prefactor as $\gamma_3\gamma_2$, along [110] as $\gamma_3^2$.

All dependence on the well sits in $\Lambda$. In a well with mirror symmetry, $h$ is even about the centre. Then $o_n$ requires an even $l_n$, $d_n$ requires an odd one, and every product vanishes. The triangular well has no such symmetry, and its field dependence can be found by scaling. The heavy envelope obeys

$$-\frac{A}{2m_h}h''+Fzh=E_hh .$$

Set $z=\ell x$. The kinetic and potential terms have equal scales when $A/(2m_h\ell^2)=F\ell$, which gives

$$\ell=\Big(\frac{A}{2m_hF}\Big)^{1/3}.$$

In units of $F\ell$ the equation becomes $-h_{xx}+xh=\varepsilon h$. Its decaying solution that vanishes at the wall is the Airy function $\mathrm{Ai}(x-a_1)$, where $-a_n$ are the zeros of Ai; hence $E_h=a_1F\ell$. For light holes the kinetic term is multiplied by $r$. The substitution $x=r^{1/3}y$ turns $-rl_{xx}+xl=\varepsilon l$ into $r^{1/3}(-l_{yy}+yl)=\varepsilon l$, so $E_n=r^{1/3}a_nF\ell$. The separation of the first light level from the heavy one is

$$\Delta=a_1(r^{1/3}-1)F\ell\propto F^{2/3}.$$

The overlap $o_n$ is a pure number at given $r$, and $d_n$, which holds one derivative, is a pure number divided by $\ell$. Every energy difference is a pure number times $F\ell$. Therefore

$$\Lambda=\frac{\lambda(r)}{F\ell^2},\qquad F\ell^2=F^{1/3}\Big(\frac{A}{2m_h}\Big)^{2/3},$$

$$\beta(\varphi)=3A^2\gamma_3g(\varphi)|\lambda(r)|\Big(\frac{2m_h}{A}\Big)^{2/3}F^{-1/3}.$$

Scaling cannot exclude $\lambda=0$. Evaluating the Airy overlaps by Gauss-Legendre quadrature and summing 300 light states gives $\lambda=-0.273$, $-0.190$, $-0.117$ and $-0.061$ for $r=1.2$, 2, 4 and 10. The coefficient is nonzero at each of these ratios.

The exponent $-1/3$ is the outcome of a competition. The products $d_no_n$ grow as $1/\ell\propto F^{1/3}$, because a stronger field squeezes the envelopes and raises their gradients. This alone would make $\beta$ rise. The denominators grow as $F^{2/3}$ and win. In this sense the growing heavy-light separation causes the fall.

The two influences can be pulled apart by adding a constant energy $\delta>0$ to the light holes, as biaxial strain can do. The envelopes stay as they were, and every denominator becomes $E_n-E_h+\delta$. With $H_h$ and $H_l$ the one-band Hamiltonians at $k=0$ and $D=H_l-E_h+\delta$, the sum is $\Lambda=\langle h'|D^{-1}h\rangle$. Because $H_l-H_h=2\gamma_2Ak_z^2$,

$$Dh=\delta h-2\gamma_2Ah'',\qquad D^{-1}h=\frac h\delta+\frac{2\gamma_2A}{\delta}D^{-1}h''.$$

The first term drops out of $\Lambda$, since $\int h'h\,dz=[h^2/2]_0^\infty=0$. By completeness of the light envelopes this is the sum rule $\sum_nd_no_n=0$. In the second term, the heavy-hole equation shows that $h''$ is proportional to $(Fz-E_h)h$ and vanishes at the wall. The operator $D$ may therefore act on it, and $D^{-1}h''=h''/\delta$ up to a remainder of order $\delta^{-2}$. For large $\delta$,

$$\Lambda\to\frac{2\gamma_2A}{\delta^2}\int_0^\infty h'h''\,dz=-\frac{\gamma_2A}{\delta^2}\,h'(0)^2 .$$

The slope at the wall is fixed by the force. Multiply the heavy-hole equation by $h'$ and integrate. The kinetic term gives $+Ah'(0)^2/(4m_h)$. The potential term is $\frac12\int(Fz-E_h)(h^2)'\,dz=-F/2$, by parts and by normalization. Their sum is zero, so $h'(0)^2=2m_hF/A$ and

$$\Lambda\to-\frac{2\gamma_2m_hF}{\delta^2}.$$

At a fixed large separation the coefficient is proportional to the field, as the electron analogy suggests. If the separation is instead made by the field, putting $F^{2/3}$ in place of $\delta$ in $F/\delta^2$ returns $F^{-1/3}$. That substitution recovers the exponent but not the prefactor, since the limit assumes $\delta\gg F\ell$. For general $\delta$ the same scaling gives $\Lambda=\lambda(r,\delta/F\ell)/(F\ell^2)$. At weak field $\delta/F\ell$ is large and $\beta$ rises linearly from zero; at strong field it is small and $\beta$ falls as $F^{-1/3}$. A strained triangular well thus has a maximum of $\beta$ at some intermediate field.

For numbers take the round parameters $\gamma_1=7$, $\gamma_2=2$, $\gamma_3=3$, and use meV and nm, since atomic units would be awkward for such weak fields. Then $A=76.20$ meV nm², $m_h=1/3$, $m_l=1/11$ and $r=11/3$. At $F=4$ meV/nm,

$$\ell=\Big(\frac{76.20}{2\times\frac13\times4}\Big)^{1/3}=3.057\ \text{nm},\qquad F\ell=12.23\ \text{meV}.$$

The first three gaps are 1.267, 3.966 and 6.175 in units of $F\ell$, so $\Delta=1.267\times12.23=15.5$ meV. The corresponding products $d_no_n$, in units of $1/\ell$, are $-0.1994$, $0.0672$ and $0.0495$. Their contributions to $\lambda$ are $-0.1573$, $+0.0169$ and $+0.0080$, and the whole sum is $\lambda=-0.1246$. Keeping the first light subband alone would overestimate $\beta$ by 26% of its value. The remaining steps are

$$\Lambda=\frac{-0.1246}{4\times3.057^2}=-3.33\times10^{-3}\ (\text{meV nm})^{-1},$$

$$\beta_{[100]}=3\times76.20^2\times3\times2\times3.333\times10^{-3}=348\ \text{meV nm}^3 .$$

This equals 86.4 Hartree bohr³. Along [110] the factor $\gamma_3/\gamma_2=3/2$ raises it to 522 meV nm³.

The field dependence along [100], from the same sum, is

| $F$ (meV/nm) | $\Delta$ (meV) | $\beta$ (meV nm³) | $\beta$ with $\delta=100$ meV |
|---|---|---|---|
| 2 | 9.8 | 439 | 14.2 |
| 4 | 15.5 | 348 | 21.9 |
| 8 | 24.6 | 276 | 31.5 |
| 16 | 39.1 | 219 | 41.8 |

Here $\Delta$ is the separation without the shift. An eightfold field multiplies it by $8^{2/3}=4$ and $\beta$ by $8^{-1/3}=1/2$. In the last column most of the separation no longer comes from the field, and $\beta$ rises. It rises more slowly than $F$, with a local exponent of 0.63 between the first two rows and 0.41 between the last two, because the linear law needs $\delta$ to be far larger than the gaps made by the field, and here it is not.

The shift also lowers $\beta$ strongly, by a factor of 16 at $F=4$ meV/nm. Part of this is cancellation between subbands: when all denominators become nearly equal, the sum rule takes over. The first light subband alone would now give $0.1994/(1.267+100/12.23)=0.0211$ for $|\lambda|$, against $0.1246\times21.9/348=0.0078$ from the full sum, too large by a factor of 2.7. The asymptotic formula is no substitute either. It gives 56 meV nm³ at this field, where the sum gives 21.9. Inverting $D$ in a sine basis shows how late the limit sets in: $\Lambda$ is 0.972 of its limiting form at $\delta=500F\ell$, which is about 6 eV here. The limit explains the direction of the trend; the sum must supply the numbers.

A square well gives a second case in which the field does not set the separation. Reflection about its centre reverses both $F$ and every $d_n$, so $\Lambda$ is odd in $F$ and starts linearly. For a 10 nm box with the same parameters, I expanded each of the four components in 40 sine functions, diagonalized the full Hamiltonian at small $k$ and extrapolated $\Delta E/(2k^3)$ to $k=0$. The result along [100] is 5.82 meV nm³ at $F=0.2$ meV/nm and 11.63 at 0.4. A law fitted to such a well at weak field would predict the wrong sign of change for the triangular well.

The cubic law is the leading term at small $k\ell$. At $k=0.05$ nm⁻¹ and $F=4$ meV/nm, where $k\ell=0.15$, it gives $2\times348.3\times0.05^3=0.0871$ meV along [100]. Diagonalizing the four-component Hamiltonian, with 90 sine functions per component in a 60 nm box, gives 0.0880 meV, which is 1.1% above the cubic value. The relative deviation is 0.03% at 0.008 nm⁻¹ and 0.13% at 0.016 nm⁻¹, a fourfold growth for a doubled $k$, as a next term in $k^5$ requires. At fixed $k$, a weaker field means a larger $\ell$ and hence a larger $k\ell$, so the law cannot be carried down to zero field.

A falling coefficient does not mean a falling splitting in every experiment. If the hole density $p$ sets the field, with $F\propto p$, and the Fermi wave vector obeys $k_F\propto p^{1/2}$, the cubic law gives a splitting at $k_F$ proportional to $p^{3/2}p^{-1/3}=p^{7/6}$. It grows although $\beta$ falls. Field dependence at constant density and field dependence at varying density must therefore be compared with different exponents.

The omitted terms set further limits. Remote bands can add a coupling proportional to $F(k_yJ_x-k_xJ_y)$. It has no element between $3/2$ and $-3/2$, but it contributes at order $k^3$ along two paths. Together with $R$ it gives an amount proportional to $F\sum_no_n^2/(E_n-E_h)$. It also links $1/2$ to $-1/2$ and so joins two single steps, which gives an amount proportional to $F\sum_nd_n^2/(E_n-E_h)^2$. For the parameters above, along [100], the second path cancels about a third of the first. Both scale as $F^{1/3}$. The total grows with field, so the $F^{-1/3}$ law holds while that coupling remains small. A similar term with $J_x^3$ and $J_y^3$ does connect the heavy states directly, since $J_x^3$ contains $J_+^3$, and it gives a splitting linear in $k$. However small its coefficient, a linear term prevails at sufficiently small $k$. The cubic form is then a description of the range in which $k$ is large enough to hide the linear term and $k\ell$ is still well below one.

Numbers in the example were calculated in double precision.
